# Electronic friction on a slow ion in a heated electron gas

## Problem

A heavy ion moves with velocity $\mathbf V$ through a uniform, unpolarised, three-dimensional gas of non-interacting electrons. The electron density $n$ is held fixed. Each electron scatters elastically from the ion, with a transport cross section

$$\sigma=\int(1-\cos\chi)\,\frac{d\sigma}{d\Omega}\,d\Omega$$

that depends neither on electron energy nor on temperature; $\chi$ is the scattering angle. For small $V$ the force is $\mathbf F=-\eta\mathbf V$.

Hartree atomic units are used in the formulas everywhere except in part (c). Write $\theta=k_BT$ and $t=\theta/E_F$, where $E_F=k_F^2/2$ is the Fermi energy at $T=0$.

(a) Express $\eta$ as an integral over the Fermi function $f(E)$.

(b) Show that heating from $T=0$ raises the friction by the leading fraction $(\pi^2/6)t^2$, and find the next term.

(c) Take $n=180\ \mathrm{nm^{-3}}$, $\sigma=0.025\ \mathrm{nm^2}$ and a 1 keV proton. Find the stopping force and its increase for electrons at 800 K and at 10 000 K.

## Hints

1. Work in the frame of the ion, where a collision turns $\mathbf k$ into $\mathbf k'$ with $k'=k$. Ask what the exclusion principle does to the net momentum transfer.
2. The derivative $-f'(E)$ is a narrow peak, even about the chemical potential $\mu$. Integrate by parts until it appears.
3. Fixed density does not mean fixed $\mu$. Two contributions of order $t^2$ compete.

## Solution

### (a) The friction integral

The ion is so heavy that its recoil energy is neglected. An electron with momentum $\mathbf k$ in the ion frame has laboratory velocity $\mathbf k+\mathbf V$, so its state has occupation $g(\mathbf k)=f(|\mathbf k+\mathbf V|^2/2)$. It strikes the ion at a rate proportional to its speed $k$ and hands over momentum $\mathbf k-\mathbf k'$. With two spin states,

$$\mathbf F=\int\frac{d^3k}{4\pi^3}\int d\Omega'\,k\frac{d\sigma}{d\Omega}\,g(\mathbf k)[1-g(\mathbf k')](\mathbf k-\mathbf k').$$

The product $g(\mathbf k)g(\mathbf k')$ is unchanged when $\mathbf k$ and $\mathbf k'$ are exchanged, and so are the cross section and the measure, because $k=k'$. The factor $\mathbf k-\mathbf k'$ changes sign. The blocking term therefore integrates to zero.

In what remains, the part of $\mathbf k'$ perpendicular to $\mathbf k$ averages out over azimuth. The parallel part leaves $\int d\Omega'(d\sigma/d\Omega)(\mathbf k-\mathbf k')=\sigma\mathbf k$, so

$$\mathbf F=\sigma\int\frac{d^3k}{4\pi^3}\,g(\mathbf k)\,k\,\mathbf k .$$

To first order in $V$, $g(\mathbf k)=f(E)+(\mathbf k\cdot\mathbf V)f'(E)$ with $E=k^2/2$. The first term gives no force, by symmetry. In the second, the angular average of $(\mathbf k\cdot\mathbf V)\mathbf k$ is $k^2\mathbf V/3$. With $d^3k\to4\pi k^2dk$,

$$\mathbf F=\mathbf V\,\frac{\sigma}{3\pi^2}\int_0^\infty k^5f'(E)\,dk .$$

Since $k\,dk=dE$ and $k^4=4E^2$,

$$\boxed{\eta=\frac{4\sigma}{3\pi^2}\int_0^\infty E^2(-f')\,dE}$$

At $T=0$ the peak $-f'$ is a delta function at $E_F$. Using $n=k_F^3/3\pi^2$,

$$\eta(0)=\frac{4\sigma E_F^2}{3\pi^2}=\frac{\sigma k_F^4}{3\pi^2}=nk_F\sigma .$$

The integral also has a direct meaning. One integration by parts gives $\int E^2(-f')dE=2\int Ef\,dE$. The mean laboratory speed obeys

$$n\langle v\rangle=\frac1{\pi^2}\int k^3f\,dk=\frac{2}{\pi^2}\int Ef\,dE,$$

and hence $\eta=\tfrac43 n\sigma\langle v\rangle$. For constant $\sigma$ and $n$, friction follows the mean electron speed.

### (b) The effect of heating

Put $E=\mu+\theta x$. Then $-f'dE=w(x)dx$, where $w=e^x/(e^x+1)^2$ is even and has unit area. Its second moment follows by parts, because $w=-\frac{d}{dx}(e^x+1)^{-1}$:

$$\int_{-\infty}^{\infty}x^2w\,dx=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.$$

In the same way,

$$\int_{-\infty}^{\infty} x^4w\,dx=8\int_0^\infty\frac{x^3dx}{e^x+1}=\frac{7\pi^4}{15}.$$

Extending the lower limit from $-\mu/\theta$ to $-\infty$ costs terms of order $e^{-\mu/\theta}$, apart from powers of $\mu/\theta$. The linear term in $(\mu+\theta x)^2$ vanishes by symmetry, leaving

$$\int E^2(-f')\,dE=\mu^2+\frac{\pi^2}{3}\theta^2. \tag{1}$$

Now fix the density. Since $k^2dk=\sqrt{2E}\,dE$,

$$n=\frac{\sqrt2}{\pi^2}\int\sqrt E\,f\,dE=\frac{2\sqrt2}{3\pi^2}\int E^{3/2}(-f')\,dE .$$

The last integral must keep its cold value $E_F^{3/2}$. Let $m=\mu/E_F$ and $y=\theta/\mu=t/m$. The binomial coefficients of $x^2$ and $x^4$ in $(1+yx)^{3/2}$ are $3y^2/8$ and $3y^4/128$, so

$$m^{3/2}\left[1+\frac{\pi^2y^2}{8}+\frac{7\pi^4y^4}{640}+\dots\right]=1 .$$

Use $(1+a)^{-2/3}=1-\frac23a+\frac59a^2+\dots$ to solve for $m$:

$$m=1-\frac{\pi^2y^2}{12}+\pi^4y^4\left(-\frac7{960}+\frac5{576}\right)+\dots=1-\frac{\pi^2y^2}{12}+\frac{\pi^4y^4}{720}+\dots$$

Since $y^2=t^2/m^2=t^2(1+\pi^2t^2/6+\dots)$, the quartic coefficient becomes $\pi^4(1/720-1/72)=-\pi^4/80$:

$$\frac{\mu}{E_F}=1-\frac{\pi^2}{12}t^2-\frac{\pi^4}{80}t^4+\dots \tag{2}$$

Squaring (2) gives

$$\frac{\mu^2}{E_F^2}=1-\frac{\pi^2}{6}t^2+\pi^4\left(\frac1{144}-\frac1{40}\right)t^4+\dots$$

Insert this in (1) and divide by $E_F^2$:

$$\boxed{\frac{\eta(T)}{\eta(0)}=1+\frac{\pi^2}{6}t^2-\frac{13\pi^4}{720}t^4+\dots}$$

The spread of energies contributes $+\pi^2/3$; the fall of $\mu$ takes back $\pi^2/6$. If $\mu$ were held fixed instead, the density would grow and the coefficient would be $\pi^2/3$.

The expansion requires $t\ll1$. For $t\gg1$ the gas is classical, with $\langle v\rangle=\sqrt{8\theta/\pi}$. As $k_F=\sqrt{2E_F}$,

$$\frac{\eta(T)}{\eta(0)}\to\frac43\frac{\langle v\rangle}{k_F}=\frac43\sqrt{\frac{4t}{\pi}} .$$

The friction itself then grows as $\sqrt T$, and the $T^2$ law for its increase no longer holds.

### (c) A proton in a metal

First, $k_F=(3\pi^2\times180)^{1/3}=17.47\ \mathrm{nm^{-1}}$. This gives $E_F=\hbar^2k_F^2/2m_e=11.6$ eV and $v_F=\hbar k_F/m_e=2.02\times10^6$ m/s. The proton speed is $\sqrt{2E/M}=4.38\times10^5$ m/s.

Restoring the electron mass,

$$\eta(0)=nm_ev_F\sigma=8.29\times10^{-15}\ \mathrm{kg/s}.$$

The cold stopping force is $\eta(0)V=3.63\times10^{-9}$ N, or 22.6 eV/nm. Under this friction alone the velocity would decay with time constant $M/\eta(0)=0.20$ ps.

At 800 K, $\theta=0.0689$ eV and $t=0.00593$. The increase is $1.645\,t^2=0.0058\,\%$, or 0.0013 eV/nm.

At 10 000 K, $\theta=0.862$ eV and $t=0.0741$. The leading term gives $0.904\,\%$. Solving the density condition numerically and evaluating the friction integral by quadrature gives $0.898\,\%$, or 0.20 eV/nm. The small deficit has the sign of the quartic term.

## Variation 1: a cross section that depends on energy

Let $\sigma(E)=\sigma_F(E/E_F)^s$ with $s>-2$. The cross section now stays inside the integral of part (a), and the quantity needed is

$$\int E^{2+s}(-f')\,dE=\mu^{2+s}\left[1+\frac{(2+s)(1+s)}2\,\frac{\pi^2}{3}\frac{\theta^2}{\mu^2}+\dots\right].$$

By (2), $(\mu/E_F)^{2+s}=1-(2+s)\pi^2t^2/12+\dots$. Adding the two terms of order $t^2$,

$$\frac{\eta(T)}{\eta(0)}=1+\frac{\pi^2}{12}(2+s)(1+2s)\,t^2+\dots$$

For $s=0$ this is the earlier result. At $s=-1/2$ the product $\sigma k$ is constant and can be taken outside the force integral $\int\frac{d^3k}{4\pi^3}\,g(\mathbf k)\,\sigma k\,\mathbf k$. What remains is the total electron momentum per unit volume in the ion frame, $-n\mathbf V$, which does not depend on temperature, so the thermal change vanishes. For $-2<s<-1/2$ heating lowers the friction.

This matters for a proton. As a simple model, take the screened potential $-e^{-\alpha r}/r$ and integrate the radial Schrödinger equation numerically for the phase shifts $\delta_l$. Choose $\alpha$ so that the Friedel sum rule, $(2/\pi)\sum_l(2l+1)\delta_l(k_F)=1$, makes the electrons screen one unit of charge. The result is $\sigma(E_F)=0.022\ \mathrm{nm^2}$, close to the assumed constant, but with local exponent $s=-1.40$.

Averaging $E^2\sigma(E)$ numerically over $-f'$ at 10 000 K, with $\alpha$ fixed, changes the friction by $-0.67\,\%$. The power-law formula gives $-0.49\,\%$; it omits the variation of $s$ with energy and the higher orders in $t$. If $\alpha$ is readjusted, to first order, so that the thermal average of the Friedel sum stays at one, the change is $-0.57\,\%$. In this model the sign is opposite to that for constant $\sigma$.

## Variation 2: an ion that is not very slow

Return to constant $\sigma$. The expansion in part (a) took $k_FV\ll\theta$, which the proton does not satisfy: $m_ev_FV$ is about 5 eV. Constant $\sigma$ permits a calculation without that expansion.

In the laboratory frame an electron of velocity $\mathbf v$ contributes a drag $\sigma|\mathbf V-\mathbf v|(\mathbf V-\mathbf v)=\frac{\sigma}{3}\nabla_V|\mathbf V-\mathbf v|^3$. Averaging the cube over directions, with $|\mathbf V-\mathbf v|$ as integration variable, gives

$$\frac{(v+V)^5-|v-V|^5}{10vV}.$$

For $v>V$ this is $v^3+2vV^2+V^4/5v$. For $v<V$ the two speeds change places. One third of the derivative with respect to $V$ gives the drag per electron, divided by $\sigma$:

$$D_>=\frac43vV+\frac{4V^3}{15v},\qquad D_<=V^2+\frac{2v^2}3-\frac{v^4}{15V^2}.$$

Measure speeds in units of $v_F$, set $u=V/v_F<1$, and average over the cold Fermi sphere with weight $3v^2dv$. Using $D_>$ throughout and dividing by $u$ gives $1+2u^2/5$. Replacing it by $D_<$ for $v=uq<u$ adds

$$3u^4\int_0^1q^2\left(1+\frac{2q^2}3-\frac{q^4}{15}-\frac{4q}3-\frac4{15q}\right)dq=-\frac{u^4}{35}.$$

The ratio of the cold drag to $\eta(0)V$ is therefore $1+2u^2/5-u^4/35$.

Here $u=0.216$, so the cold drag exceeds the linear law by $1.9\,\%$. Averaging $D_>$ and $D_<$ numerically over the electrons at 10 000 K, at the same ion speed, gives a thermal increase of $0.87\,\%$ instead of $0.90\,\%$. The condition that matters for constant $\sigma$ in a degenerate gas is thus $V\ll v_F$.

## How far the numbers apply

The parameters are rough values for shallow hydrogen implantation into a light trivalent $sp$ metal. A hot implant at 800 K leaves the electronic friction almost unchanged in this model. The 10 000 K case is far from furnace annealing; it stands for electrons briefly heated by an ultrafast laser pulse while the lattice is still cold.

Of the assumptions tested here, constant $\sigma$ affects the predicted rise most: the screened-proton model moves the change from $+0.90\,\%$ to about $-0.6\,\%$. That estimate is itself for $V\to0$. At the proton's actual speed, electrons at the Fermi surface have ion-frame energies from $(1-u)^2E_F$ to $(1+u)^2E_F$, a range over which $\sigma$ varies appreciably.

Collisions with the host nuclei add a separate force. The universal Ziegler–Biersack–Littmark formula, with nuclear charge 13, atomic mass 27 u and 60 atoms per $\mathrm{nm^3}$, gives 2.7 eV/nm, or $12\,\%$ of the cold electronic value. If this part is unaffected by electron temperature, the constant-$\sigma$ rise in total stopping is $0.20/(22.6+2.7)=0.8\,\%$. Band structure, core electrons and electron correlation are left out of all these estimates.
